\section*{Lower k and wire delay: waves, diffusion and the resistive interconnect}

\section{Definitions and conventions}

A signal wire of length $h$ runs parallel to conductors held at fixed potential, which carry the return current. The dielectric is uniform, lossless and nonmagnetic, with relative permittivity $k$. Per unit length the wire has resistance $r'$, capacitance $c'$ and inductance $l'$; the totals are $R=r'h$, $C=c'h$ and $L=l'h$. The resistance is constant and the return path has none. The speed of light in vacuum is written $c$, without a prime.

At $t=0$ an ideal source raises the near end, $x=0$, from zero to $V_s$. The far end, $x=h$, is open. The \emph{delay} is the time at which the far end first reaches $V_s/2$. Three combinations will be needed:
\begin{equation}
Z_0=\sqrt{\frac{l'}{c'}},\qquad T=\sqrt{LC},\qquad a=\frac{R}{2Z_0}.
\end{equation}

The capacitance comes from electrostatics. Let the potential $\phi$ equal $V$ on the wire and zero on the other conductors. It obeys Laplace's equation in the cross-section, so the charge per length is proportional to $k\varepsilon_0V$:
\begin{equation}
c'=k\varepsilon_0G ,
\end{equation}
where the pure number $G$ depends on the shape of the cross-section but not on its size.

The inductance follows from the same potential if magnetic flux is excluded from the metal. The axial vector potential $A$ is then constant on each conductor and obeys Laplace's equation too. With $A=\Phi'$ on the wire and zero on the return conductors, $A=(\Phi'/V)\phi$, where $\Phi'$ is the flux per length between wire and return. Amp\`ere's law gives the current $I=G\Phi'/\mu_0$, just as Gauss's law gave the charge. Hence
\begin{equation}
l'=\frac{\Phi'}{I}=\frac{\mu_0}{G},\qquad l'c'=\mu_0\varepsilon_0k=\frac{k}{c^2},\qquad T=\frac{h\sqrt k}{c}.
\end{equation}
The time $T$ is the flight time at speed $c/\sqrt k$. The claim to be examined is that the delay of every wire equals $T$, so that it falls as $\sqrt k$.

\section{A counter-example}

Take a copper line 50 nm wide and 100 nm high, with 50 nm gaps to identical grounded neighbours and ground planes 100 nm above and below. A finite-difference solution of Laplace's equation, extrapolated to zero grid spacing, gives $G=7.123$. Let the effective resistivity be $4.0\ \mu\Omega\,$cm and the length $200\ \mu$m. Then
\begin{equation}
r'=\frac{4.0\times10^{-8}\ \Omega\,\mathrm m}{(50\times10^{-9}\ \mathrm m)(100\times10^{-9}\ \mathrm m)}
=8.0\ \Omega/\mu\mathrm m,\qquad R=1600\ \Omega .
\end{equation}
For $k=4$, $c'=4\varepsilon_0(7.123)=0.252$ fF/$\mu$m, so $C=50.5$ fF and $RC=80.7$ ps. The flight time is $T=(200\ \mu\mathrm m)(2)/c=1.33$ ps.

The delay, found by summing the standing waves of the full line equation derived below, is 30.6 ps, about 23 times the flight time. Now replace the dielectric by one with $k=2.5$, holding the geometry and resistivity fixed:
\begin{center}
\begin{tabular}{lccccc}
$k$ & $C$ (fF) & $RC$ (ps) & $Z_0$ ($\Omega$) & $T$ (ps) & delay (ps)\\
4.0 & 50.5 & 80.7 & 26.4 & 1.33 & 30.6\\
2.5 & 31.5 & 50.5 & 33.5 & 1.05 & 19.1
\end{tabular}
\end{center}
The delay falls by the factor $0.625=2.5/4$, whereas the claim predicts $\sqrt{2.5/4}=0.79$. Doubling the length at $k=2.5$ raises the delay to 76.4 ps, a factor of four, whereas a flight time would double. The claim therefore fails in the size of the delay, in its dependence on $k$ and in its dependence on length.

\section{The correct statement}

For the line and source defined above:
\begin{enumerate}
\item Nothing reaches the far end before $T$. At $T$ its voltage jumps to $2V_se^{-a}$. If $a\le\ln4$, that is $R\le2.77Z_0$, the delay equals $T=h\sqrt k/c$.
\item If $a\gg1$, the delay approaches
\begin{equation}
t_{1/2}\simeq\frac{4}{\pi^2}\ln\!\left(\frac8\pi\right)RC=0.379\,r'c'h^2 ,
\label{eq:diff}
\end{equation}
which is linear in $k$ and quadratic in length.
\end{enumerate}
Thus, with $l'=\mu_0/G$, $c/\sqrt k$ is the speed of the leading edge in both regimes; in a wire whose inductance exceeds this value it is only an upper bound. It fixes the delay when that edge is still high enough to switch the receiver.

\section{Proof}

\subsection{The line equation}

Across a short piece $dx$ the voltage drops by $r'dx\,I$ in the resistance and by $l'dx\,\partial I/\partial t$ in the inductance. The current lost along the piece charges its capacitance. Therefore
\begin{equation}
\frac{\partial V}{\partial x}=-r'I-l'\frac{\partial I}{\partial t},\qquad
\frac{\partial I}{\partial x}=-c'\frac{\partial V}{\partial t}.
\label{eq:kirchhoff}
\end{equation}
Differentiating the first equation with respect to $x$ and inserting the second gives
\begin{equation}
\frac{\partial^2V}{\partial x^2}=l'c'\frac{\partial^2V}{\partial t^2}+r'c'\frac{\partial V}{\partial t}.
\label{eq:telegraph}
\end{equation}
With the first term alone on the right this is a wave equation; with the second alone it is a diffusion equation.

\subsection{The leading edge}

Let $v=1/\sqrt{l'c'}$, so that $1/c'=vZ_0$ and $Z_0/l'=v$. Equations (\ref{eq:kirchhoff}) become
\begin{equation}
\frac{\partial V}{\partial t}=-v\frac{\partial(Z_0I)}{\partial x},\qquad
\frac{\partial(Z_0I)}{\partial t}=-v\frac{\partial V}{\partial x}-\frac{r'}{l'}Z_0I .
\end{equation}
Define $F=V+Z_0I$ and $B=V-Z_0I$, so that $V=(F+B)/2$ and $Z_0I=(F-B)/2$. Adding and subtracting the two equations gives
\begin{align}
\frac{\partial F}{\partial t}+v\frac{\partial F}{\partial x}&=-\frac{r'}{2l'}(F-B),\\
\frac{\partial B}{\partial t}-v\frac{\partial B}{\partial x}&=+\frac{r'}{2l'}(F-B).
\end{align}
The left sides are rates of change seen by observers moving at $+v$ and $-v$. At a point with $x>vt$, both observers have come through wire at rest. There $F$ and $B$ start from zero and nothing drives them, so they stay zero. No signal outruns $v=c/\sqrt k$.

Just behind the edge $x=vt$, $B$ is still zero: an observer moving backwards has only just left the region at rest, and $B$ changes at a finite rate along that path. At the source $V=V_s$ and $B=0$, so $F=2V_s$. Following the edge, $dF/dt=-(r'/2l')F$, and on arrival
\begin{equation}
F=2V_s\exp\!\left(-\frac{r'T}{2l'}\right)=2V_se^{-a},\qquad
\frac{r'T}{2l'}=\frac{R\sqrt{LC}}{2L}=\frac{R}{2Z_0}=a .
\end{equation}
The open end requires $I=0$, hence $B=F$ and $V=F=2V_se^{-a}$. This jump is at least $V_s/2$ when $e^{a}\le4$, which proves the first part. The threshold is sharp. For $a=1.3$ the jump is $0.545V_s$ and numerical solution gives a delay of $1.00T$; for $a=1.5$ the jump is $0.446V_s$ and the delay is $1.11T$.

In the counter-example $a=1600/(2\times26.4)=30$ for $k=4$. The edge does arrive after 1.33 ps, with a height of $1.5\times10^{-13}V_s$. It cannot switch anything.

\subsection{The diffusive limit}

Measure time by $\theta=t/RC$. The functions $\sin(q_nx/h)$ with $q_n=(n+\tfrac12)\pi$ vanish at the source and have zero slope at the open end, as $V-V_s$ must. Write
\begin{equation}
\frac{V}{V_s}=1-\sum_{n=0}^{\infty}\frac{2}{q_n}\sin\!\left(\frac{q_nx}{h}\right)g_n(\theta),\qquad g_n(0)=1,\quad g_n'(0)=0 .
\end{equation}
The coefficient $2/q_n$ makes $V$ vanish at $t=0$ for $x>0$: with $\xi=x/h$, it is $\int_0^1\sin q_n\xi\,d\xi=1/q_n$ divided by $\int_0^1\sin^2q_n\xi\,d\xi=1/2$. The initial slope is zero because no current flows yet. Substituting in (\ref{eq:telegraph}), multiplying by $h^2$, and using $LC/(RC)^2=Z_0^2/R^2=1/4a^2$, we find
\begin{equation}
\frac{1}{4a^2}g_n''+g_n'+q_n^2g_n=0 .
\end{equation}
Trying $g_n\propto e^{\lambda\theta}$ gives
\begin{equation}
\lambda=-2a^2\left[1\mp\sqrt{1-\frac{q_n^2}{a^2}}\,\right].
\end{equation}
For $q_n\ll a$ the slow root is $\lambda\simeq-q_n^2$, with a relative correction $q_n^2/4a^2$. The fast root is near $-4a^2$. The condition $g_n'(0)=0$ gives its term an amplitude of only about $-q_n^2/4a^2$, so the slow term starts close to one, and the fast term dies almost at once. Modes with $q_n>a$ carry the factor $e^{-2a^2\theta}$, which is negligible at $\theta\approx0.4$ when $a\gg1$. The inductance thus drops out. Since $\sin q_n=(-1)^n$, the far end follows
\begin{equation}
\frac{V(h,t)}{V_s}\simeq1-\frac4\pi\sum_{n=0}^{\infty}\frac{(-1)^n}{2n+1}\,e^{-(n+1/2)^2\pi^2t/RC}.
\end{equation}
Keeping $n=0$ and setting the result to one half gives $e^{\pi^2\theta/4}=8/\pi$, which is (\ref{eq:diff}). At that time the exponential in the next term is $(\pi/8)^9\approx2\times10^{-4}$, so one term suffices. This proves the second part.

For $k=4$ the formula gives $0.379\times80.7=30.6$ ps, the delay found from the full equation. The ratio to the flight time is $0.379RC/T=0.758a$, because $RC/T=R/Z_0=2a$.

The quadratic length dependence has a simple reading. Doubling the wire doubles both the charge to be supplied and the resistance through which it must pass. Lowering $k$ reduces the charge and leaves the resistance alone, so the benefit is linear in $k$.

\section{The wave case and short wires}

Enlarge the whole cross-section 100 times, to a wire $5\ \mu$m by $10\ \mu$m. The shape is unchanged, so $G$, $c'$, $l'$ and $Z_0$ are unchanged. With a resistivity of $1.7\ \mu\Omega\,$cm and a length of 10 mm, $R=3.4\ \Omega$, and for $k=2.5$
\begin{equation}
a=\frac{3.4}{2\times33.5}=0.051<\ln4 .
\end{equation}
The delay is now the flight time: 66.7 ps for $k=4$ and 52.7 ps for $k=2.5$, in the ratio $0.79=\sqrt{2.5/4}$. The diffusive formula would give 2.0 ps for $k=2.5$, earlier than any signal can arrive, and does not apply.

The narrow wire also falls below the threshold if it is short enough. For $k=2.5$ this happens at
\begin{equation}
h=\frac{2\ln4\,Z_0}{r'}=\frac{2.77\times33.5\ \Omega}{8.0\ \Omega/\mu\mathrm m}=11.6\ \mu\mathrm m ,
\end{equation}
where the flight time is 0.06 ps. This length is an estimate, because the inductance of so thin a wire exceeds $\mu_0/G$. Flux that enters the metal adds about a quarter of $\mu_0/G$, and the inertia of the electrons adds a kinetic inductance $r'\tau$, about half of $\mu_0/G$ for a scattering time $\tau$ near 10 fs. Together they move the threshold to roughly $15\ \mu$m and make the edge arrive about 30\% later than $h\sqrt k/c$. An input edge much slower than the flight time hides the wave. So does a driver whose resistance $R_d$ is large enough. The driver and line first divide the step, launching $V_sZ_0/(R_d+Z_0)$, and even without loss the doubled jump $2V_sZ_0/(R_d+Z_0)$ is below $V_s/2$ when $R_d>3Z_0$, about $100\ \Omega$ here. If $R_d\gg Z_0$ and $R_d\gg R$, the short wire charges through many small reflections, nearly as a single capacitor.

\section{Drivers, loads and repeaters}

Give the $200\ \mu$m wire a $200\ \Omega$ driver and a 2 fF load. A 200-section resistor--capacitor ladder gives delays of 40.8 ps for $k=4$ and 26.5 ps for $k=2.5$. The ratio is 0.65 rather than 0.625, because the load capacitance does not fall with $k$. Without it every capacitance would scale with $k$, and so would every time in the ladder.

Repeaters bring back a square root for another reason. Use the mean delay of a stage, $\int(1-V_{\rm end}/V_s)\,dt$. The integrated voltage drop across a resistance is that resistance times the charge that has passed through it. For a stage of length $d$ with driver resistance $R_d$, output capacitance $C_o$ and load $C_i$, the mean delay is therefore
\begin{align}
t_m&=R_d(C_o+c'd+C_i)+\int_0^d r'\,[c'(d-x)+C_i]\,dx\nonumber\\
&=R_d(C_o+c'd+C_i)+r'd\left(\frac{c'd}{2}+C_i\right).
\end{align}
A repeater of size $s$ has $R_d=R_0/s$ and $C_i=C_o=sC_0$. Dividing by $d$,
\begin{equation}
\frac{t_m}{d}=\left(\frac{2R_0C_0}{d}+\frac{r'c'd}{2}\right)+\left(\frac{R_0c'}{s}+r'C_0s\right).
\end{equation}
Each bracket is a sum of two positive terms with a fixed product, so it is least when they are equal. This gives $d=2\sqrt{R_0C_0/r'c'}$ and $s=\sqrt{R_0c'/r'C_0}$, and each bracket becomes $2\sqrt{R_0C_0r'c'}$:
\begin{equation}
\left(\frac{t_m}{d}\right)_{\min}=4\sqrt{R_0C_0\,r'c'}\ \propto\ \sqrt k .
\end{equation}
With $R_0=10$ k$\Omega$ and $C_0=0.1$ fF, the result is 180 ps/mm for $k=4$ and 142 ps/mm for $k=2.5$, with size and spacing optimized again for each $k$. Light in the second dielectric needs 5.3 ps/mm. The square root expresses a balance between gate delay and diffusion, not propagation at $c/\sqrt k$.

\section{The model beside a real interconnect}

The narrow wire has rough typical values for a copper damascene line, with silicon oxide ($k$ about 4) or porous organosilicate glass ($k$ about 2.5) between the wires. Its resistivity exceeds that of bulk copper because of surface and grain-boundary scattering and the space taken by liners. Real stacks break the assumption of a uniform dielectric. With 10 nm layers of $k=5$ directly above and below the wires, the Laplace solution gives effective values of 4.15 and 2.83. Their ratio is 0.68, so the improvement is smaller than the 0.625 of the bulk values suggests.

Other departures, for $k=2.5$ and a delay of 19.1 ps, are as follows. If both neighbours switch oppositely with mirrored waveforms, the effective capacitance, and with it the diffusive delay, rises by a factor of 1.7. A return path that adds half of $R$ gives 28.7 ps. Heating by 80 K, with an assumed resistance coefficient of 0.003 per kelvin, gives 23.7 ps. If scattering that does not depend on temperature caused all the resistivity in excess of bulk copper, the coefficient would be nearer 0.0017 per kelvin and the delay about 22 ps. A distant return that makes the inductance ten times larger leaves the delay at 19.1 ps, as expected when diffusion governs.

At 10 GHz the skin depth in the narrow wire is $1.0\ \mu$m, far more than its height, so the current fills the metal. Magnetic flux then enters the metal too, contrary to the assumption behind $l'=\mu_0/G$, and the inductance is larger than this value. The tenfold increase tried above shows that the diffusive delay hardly depends on it. In the wide wire the skin depth is $0.66\ \mu$m. If the current fills an area equal to the perimeter times that depth, a rough estimate that counts the corners twice, $a$ rises to about 0.13. This is low: crowding of the current towards the corners and the neighbours raises it to about 0.16, and loss in copper neighbours to a little over 0.2, still well below $\ln4$. Flux within the skin also adds about a tenth to the inductance at this frequency, which slows such components by some 5\%. The resistance then grows with frequency, however, so a real edge is rounded and the sharp jump belongs to the constant-resistance model.

All numerical values are calculated from the stated model.
